\section*{Gate length where tunnelling equals over-barrier current through a cosh barrier}

\section{An estimate that loses most of the current}

A transistor is held off by a potential barrier in its channel. If only carriers with enough energy to pass over the barrier are counted, and their reflection is ignored, the off-current depends on the barrier height and not on its width. For the 5 nm channel computed below, the current carried below the barrier top is 4.8 times the current carried above it. Tunnelling, which the over-barrier estimate leaves out, then carries $4.8/5.8$, or 83\%, of the total. One needs to know the gate length at which the two parts are equal, and this requires the transmission at every energy.

\section{Two slices by hand}

Take a carrier of mass $m$ and energy $E$ meeting a flat barrier of height $2E$. Outside, $k=\sqrt{2mE}/\hbar$. Inside, $\psi''=\kappa^2\psi$ with $\kappa=\sqrt{2m(2E-E)}/\hbar=k$. A solution with value $\psi(0)$ and slope $\psi'(0)$ at the left face is
\[
\psi(x)=\psi(0)\cosh\kappa x+\frac{\psi'(0)}{\kappa}\sinh\kappa x .
\]
This and its derivative at $x=d$ give
\[
\begin{pmatrix}\psi(d)\\ \psi'(d)\end{pmatrix}=
\begin{pmatrix}\cosh\kappa d&\kappa^{-1}\sinh\kappa d\\ \kappa\sinh\kappa d&\cosh\kappa d\end{pmatrix}
\begin{pmatrix}\psi(0)\\ \psi'(0)\end{pmatrix}.
\]
Choose $\kappa d=\ln2$, so that $\cosh\kappa d=5/4$ and $\sinh\kappa d=3/4$. Two such slices in a row give the product
\[
\begin{pmatrix}\frac54&\frac3{4\kappa}\\ \frac{3\kappa}4&\frac54\end{pmatrix}^2
=\begin{pmatrix}\frac{17}8&\frac{15}{8\kappa}\\ \frac{15\kappa}8&\frac{17}8\end{pmatrix}.
\]

To obtain a transmission, let $M$ be the matrix across the whole barrier and let the wave numbers outside be $k_L$ and $k_R$. An incident wave of unit amplitude gives $\psi=1+r$ and $\psi'=ik_L(1-r)$ on the left, and $\psi=t$, $\psi'=ik_Rt$ on the right. Each slice matrix has determinant $\cosh^2-\sinh^2=1$, so $\det M=1$, and inverting $M$ gives
\begin{align*}
1+r&=(M_{22}-ik_RM_{12})\,t,\\
ik_L(1-r)&=(-M_{21}+ik_RM_{11})\,t .
\end{align*}
Dividing the second line by $ik_L$ and adding it to the first removes $r$:
\[
2=t\left[M_{22}+\frac{k_R}{k_L}M_{11}+i\left(\frac{M_{21}}{k_L}-k_RM_{12}\right)\right].
\]
The transmission is the ratio of fluxes, $T=(k_R/k_L)|t|^2$, so
\begin{equation}
T=\frac{4k_Lk_R}{(k_RM_{11}+k_LM_{22})^2+(M_{21}-k_Lk_RM_{12})^2}. \label{T}
\end{equation}
In the hand example $k_L=k_R=\kappa$, and the second bracket vanishes. One slice transmits $(4/5)^2=16/25$ and two slices transmit $(8/17)^2=64/289$.

Now add a second beam, energetic enough to be transmitted completely, with an incident flux $64/289$ of the first. With one slice the low beam carries more current. With two slices the currents are equal, so the crossing length is $2d$. The full problem replaces the two beams by a thermal distribution and the flat barrier by the channel potential.

\section{The channel barrier}

Let two gates a distance $H$ apart enclose a uniform dielectric, with the channel at mid-height. The potential energy, measured from its long-channel level $U_0$, obeys Laplace's equation and vanishes on the gates. Its slowest-decaying mode is $\sin(\pi y/H)X(x)$, and Laplace's equation gives $X''=X/\lambda^2$ with $\lambda=H/\pi$. Keeping this mode alone,
\[
\lambda^2U''=U-U_0,\qquad U(0)=U(L)=0 .
\]
Energies are measured from the source band edge. The drain bias is taken to be much smaller than $kT/q$, so both ends sit at zero. The solution symmetric about $L/2$ is $U_0+A\cosh[(x-L/2)/\lambda]$. The end condition gives $A=-U_0/C$, where $C=\cosh(L/2\lambda)$. The top is therefore $U_t=U_0(C-1)/C$, and eliminating $U_0$ gives
\begin{equation}
U(x)=U_t\,\frac{C-\cosh[(x-L/2)/\lambda]}{C-1}. \label{U}
\end{equation}

It matters what is held fixed as $L$ changes. Here $U_t$ is fixed, which means that the gate voltage is reset at each length. The case of a fixed gate voltage is treated below.

\section{The general method}

Cut the channel into $N$ slices of width $d=L/N$ and give each the potential at its midpoint. With $k_j^2=2m(E-U_j)/\hbar^2$, the slice matrix is
\[
S_j=\begin{pmatrix}\cos k_jd&k_j^{-1}\sin k_jd\\-k_j\sin k_jd&\cos k_jd\end{pmatrix},
\qquad M=S_N\cdots S_2S_1 .
\]
Under the barrier $k_j=i\kappa_j$, and $\cos i\kappa d=\cosh\kappa d$ and $\sin i\kappa d=i\sinh\kappa d$ return the matrix of the hand example. About a midpoint, the linear part of the potential integrates to zero over the slice, so the error per slice is of order $d^3$. Summed over $L/d$ slices it is of order $d^2$.

For the current, assume ballistic carriers in one parabolic band, with conserved transverse momentum and degeneracy $g$. With source and drain occupations $f_S$ and $f_D$, the current per width is
\[
\frac IW=gq\int_0^\infty\!\frac{dk_x}{2\pi}\int_{-\infty}^{\infty}\!\frac{dk_y}{2\pi}\,v_xT(E)\,(f_S-f_D).
\]
Here $E=\hbar^2k_x^2/2m$ is the longitudinal energy in the source. It is $E$, and not the total energy, that decides whether a carrier passes over the top. Since $v_x\,dk_x=dE/\hbar$, the first integral becomes $h^{-1}\int dE$. For small bias $V$ and Boltzmann occupation with source Fermi level $\mu$,
\[
f_S-f_D=\frac{qV}{kT}\,e^{(\mu-E)/kT}e^{-\hbar^2k_y^2/2mkT}.
\]
The Gaussian integral over $k_y$, divided by $2\pi$, is $\sqrt{mkT/2\pi\hbar^2}$. Hence
\begin{equation}
\frac GW=\frac{gq^2}{h}\sqrt{\frac{mkT}{2\pi\hbar^2}}\;\frac{1}{kT}\int_0^\infty T(E)\,e^{(\mu-E)/kT}\,dE. \label{G}
\end{equation}
Split the integral at $U_t$ and let $R(L)$ be the lower part divided by the upper. The prefactor and $\mu$ cancel in $R$. The algorithm is:
\begin{enumerate}
\item For a trial $L$, build the slices from \eqref{U}.
\item Choose Gauss nodes on $[0,U_t]$ and on $[U_t,U_t+30kT]$, and find $T$ at each from $M$ and \eqref{T}.
\item Sum both parts and form $\ln R$.
\item Bracket a sign change of $\ln R$ in $L$ and refine it to the root $L^*$.
\end{enumerate}

\section{Does a crossing exist?}

As $L\to0$ at fixed $U_t$, the barrier becomes too thin to reflect and $T\to1$ at each $E>0$. The lower part tends to $kT(1-e^{-U_t/kT})$ and the upper to $kTe^{-U_t/kT}$, so $R\to e^{U_t/kT}-1$.

As $L\to\infty$, transmission below the top vanishes. Above it, the barrier is a plateau with two edges, each of reflection probability $\rho<1$. Multiple reflections cannot bring $T$ below $[(1-\rho)/(1+\rho)]^2$, so the upper part stays finite and $R\to0$. By continuity a crossing exists if $e^{U_t/kT}-1>1$, that is, if $U_t>kT\ln2$.

At a distance $y$ from the centre, \eqref{U} reads $U=U_t\{1-[\cosh(y/\lambda)-1]/(C-1)\}$, which rises with $L$. A longer channel thus has a higher barrier at every $y\neq0$, and semiclassical tunnelling falls. This suggests a single crossing but does not prove it for the full wave solution. For the example below, a scan from 1 to 16 nm in steps of 0.5 nm found one sign change of $R-1$.

At fixed gate voltage it is $U_0$ that stays constant, and $U_t\to0$ as $L\to0$. The energy window below the top then closes, $R$ tends to zero at both ends, and a second crossing can appear. With $U_0=0.487$ eV, the value at the main crossing of the example, it lies at 0.86 nm. The barrier top there is 0.019 eV, less than $kT$, so this crossing does not describe a channel that is switched off.

\section{A closed estimate}

Near the top, $\cosh(y/\lambda)-1\approx y^2/2\lambda^2$, so $U\approx U_t-\tfrac12m\omega^2y^2$ with
\[
m\omega^2=\frac{U_t}{\lambda^2(C-1)} .
\]
To find the transmission of this inverted parabola, set $\xi=y\sqrt{m\omega/\hbar}$ and $a=(E-U_t)/\hbar\omega$. The wave equation becomes $\psi''+(\xi^2+2a)\psi=0$. Try $\psi\sim\xi^pe^{i\xi^2/2}$ at large $|\xi|$. To leading orders $\psi''=[-\xi^2+i(2p+1)]\psi$, hence $p=ia-\tfrac12$.

For $\xi>0$ this is the transmitted wave. Continue it to $\xi<0$ through the upper half-plane, setting $\xi=|\xi|e^{i\theta}$ with $\theta$ running from 0 to $\pi$. The term is the decaying one for $\theta<\pi/2$ and the dominant one for $\theta>\pi/2$, so its coefficient carries over unchanged. At $\theta=\pi$ it has gained the factor $e^{i\pi p}=-ie^{-\pi a}$. On the left $e^{i\xi^2/2}$ travels outward, so it is the reflected wave. Therefore $|r/t|^2=e^{-2\pi a}$, and with $|r|^2+|t|^2=1$,
\[
T=\frac1{1+e^{-2\pi(E-U_t)/\hbar\omega}} .
\]

Write $u=(E-U_t)/kT$ and choose $\hbar\omega=\pi kT$. Apart from a constant factor, the integrand of \eqref{G} is
\[
\frac{e^{-u}}{1+e^{-2u}}=\frac1{e^u+e^{-u}}=\frac1{2\cosh u},
\]
which is even in $u$. If $U_t\gg kT$, the lower limit can be moved to $-\infty$, and each half contributes $\pi/4$. A larger $\omega$ raises $T$ below the top and lowers it above, so for the parabola this equality occurs at one $\omega$ only. The crossing condition is thus
\begin{equation}
\hbar\omega=\pi kT .
\end{equation}
Inserting $\omega$ and using $C-1=2\sinh^2(L/4\lambda)$,
\[
2\sinh^2\frac{L}{4\lambda}=\frac{\hbar^2U_t}{m\lambda^2\pi^2(kT)^2}
\]
and therefore
\begin{equation}
L^*\approx4\lambda\,\mathrm{arcsinh}\frac b\lambda,\qquad
b=\frac{\hbar\sqrt{U_t/2m}}{\pi kT}. \label{L}
\end{equation}

For $\lambda\gg b$ this tends to $4b$, independent of $\lambda$, because the whole barrier of the single-mode model is then nearly a parabola. The channel is then no longer long compared with $\lambda$, however, and the neglected modes change the barrier shape. The estimate needs the parabola to hold over a depth of about $kT$. The next term of the cosh is smaller than the quadratic one by $y^2/12\lambda^2$. At depth $kT$, $y^2/\lambda^2=2kT(C-1)/U_t=2\hbar^2/(\pi^2m\lambda^2kT)$, so the parabola fits better over this depth as $m\lambda^2kT/\hbar^2$ grows. The estimate also needs $U_t\gg kT$ and neglects reflection at the corners where the barrier meets source and drain, so raising the temperature or the mass at fixed $U_t$ need not improve it.

\section{A monolayer channel at 300 K}

The parameters are rough values for a double-gated monolayer transition-metal dichalcogenide transistor: $m=0.5\,m_e$, $g=4$ (two spins, two valleys), $\lambda=1.5$ nm, $U_t=0.40$ eV and $\mu=0.05$ eV. With $\hbar^2/m=0.1524$ eV\,nm$^2$ and $\pi kT=0.0812$ eV,
\[
b=\frac{\sqrt{0.1524\times0.40/2}}{0.0812}=2.15\ \text{nm},
\]
\[
L^*\approx6.0\,\mathrm{arcsinh}(1.433)=6.94\ \text{nm}.
\]

The transfer matrices give $L^*=7.22$ nm. Using 75, 150 and 300 slices gives 7.21899, 7.22084 and 7.22131 nm. Successive changes have the ratio 4.00, as an error proportional to $d^2$ requires. Direct integration of the wave equation at six energies agrees with the matrices to within a relative $3.4\times10^{-4}$ in $T$.

At the crossing each part contributes 26.0 nS/$\mu$m. The parabolic top gives a check by hand: its upper integral is $(\pi/4)kTe^{-U_t/kT}$. With $gq^2/h=155\ \mu$S and a transverse factor $\sqrt{0.02585/(2\pi\times0.1524)}=0.164$ nm$^{-1}$, or 164 $\mu$m$^{-1}$,
\[
155\times164\times0.785\times e^{-0.35/0.02585}\ \mu\text{S}/\mu\text{m}\approx26\ \text{nS}/\mu\text{m}.
\]

The ratio $R$ is 4.80 at 5 nm, 1.09 at 7 nm, 0.49 at 9 nm and 0.17 at 12 nm. Tunnelling does not switch on at $L^*$: at 9 nm it still carries a third of the current.

The estimate is short by 0.28 nm, or 4\% of the full result. Since $\cosh z-1>z^2/2$ for $z\neq0$, the barrier is narrower than its matched parabola at every depth, which favours tunnelling. At the estimated length, putting the semiclassical action of the true shape into the lower part alone raises $R$ from 1 to 1.08, but this leading-order action overstates the effect of shape. Integrating the wave equation for the same cosh profile continued smoothly below the band edge, so that it has no corners, gives $R=1.03$ at that length and $L^*=7.01$ nm, within 1\% of the estimate. The full value is $R=1.12$. Most of the discrepancy, 0.21 of the 0.28 nm, thus comes from ending the model barrier at sharp corners, which reflect. This part varies in size and sign: the estimate is short by 0.5\% at 358 K and long by 3\% at 420 K, while for the profile without corners it is short by 0.7 to 0.8\% at both. A good parabolic fit is therefore not enough by itself: for $U_t=0.3$ eV and $\lambda=12$ nm the estimate is 7.42 nm and the full result 7.70 nm, against 7.42 nm without corners. The agreement is close in a much deeper barrier: for $U_t=2$ eV and $\lambda=12$ nm, with mass and temperature unchanged, the two lengths are 18.747 and 18.746 nm.

\section{What the model neglects}

Each figure here changes one assumption, keeps $U_t=0.40$ eV, and is to be compared with 7.22 nm. The shifts need not add. Each also contains a change in the reflection at the sharp corners, which is worth about 0.2 nm in the reference case, so shifts of this size or smaller depend on that feature of the model.

A drain bias of 0.5 V lowers the drain side and thins the barrier, giving 8.2 nm. Solving the full two-dimensional electrostatics of the uniform stack, with flat source and drain faces, gives 7.9 nm. A two-band decay law, with $E-U$ replaced by $(E-U)[1+(E-U)/E_g]$ and a rough gap $E_g=1.8$ eV, gives 7.3 nm. A mass of $0.6\,m_e$ gives 6.8 nm, and heating to 358 K gives 6.1 nm; both shifts have the sign that \eqref{L} predicts.

Fermi statistics leave the result at 7.22 nm, although the source is degenerate. They alter the occupation mainly near and below $\mu$, where little current flows. At $E=0.05$ eV the integrand is $7.9\times10^{-11}e^{-0.05/kT}\approx1.1\times10^{-11}$, against $0.51\,e^{-0.40/kT}\approx1\times10^{-7}$ at the top.

Scattering also shifts the crossing. Let $n$ be the carrier density at the top, $D$ the diffusion constant and $v=\sqrt{2kT/\pi m}$ the mean speed of forward-moving carriers. Over-barrier transport has a ballistic conductance proportional to $nv/2$, in series with a diffusive one proportional to $nD/B$, where $B=\int_0^Le^{(U-U_t)/kT}dx$. Adding the resistances reduces the current by the factor $\ell/(\ell+B)$, with $\ell=2D/v$. A rough mobility of 50 cm$^2$/Vs gives $\ell=3.4$ nm and a factor of 0.63 at 7.22 nm. If tunnelling carriers are left unscattered, the crossing moves to 8.6 nm. This is a rough estimate: adding the resistances only interpolates between the ballistic and diffusive limits, and real scattering also affects tunnelling.

Set beside real monolayer transistors, the mass and mobility are ordinary rough values, but $\lambda=1.5$ nm is demanding: in the uniform stack assumed here it requires gates 4.7 nm apart. In a real stack the monolayer and the dielectric differ in permittivity, which changes this spacing. A thicker stack raises $\lambda$ and lengthens the crossing. The single-mode limit is $4b=8.6$ nm, but in a thick uniform stack the midplane barrier approaches $U_t\sin(\pi x/L)$. Its curvature at the top is $\pi^2U_t/L^2$, and the condition $\hbar\omega=\pi kT$ then gives the larger estimate $\sqrt2\,\pi b\approx9.6$ nm. At such a mobility transport is not ballistic, which lengthens the crossing, by 1.4 nm in the rough estimate above. In the single-mode model the peak field along the channel is already high at small bias, 3.2 MV/cm, and at 0.5 V it is about twice as large at the drain edge. Whether the materials withstand such a field is not examined here. At 0.5 V the drop from barrier top to drain is 0.9 eV, which is 0.9 eV less than the gap, so direct band-to-band tunnelling between channel and drain is closed in this model. Gate leakage, contact resistance, defects and phonon-assisted tunnelling are left out.

The model also treats source and drain as ideal electrodes, so that the barrier ends exactly at the channel faces. A doped monolayer must instead deplete to end the field. With the profile $\sin(\pi y/H)$, a midplane field $F$ at the face needs a charge $2\lambda\varepsilon F$ per width, and a sheet density $n_S$ supplies it over a length of about $2\lambda\varepsilon F/qn_S$. For $F=3.2$ MV/cm, $n_S=2.2\times10^{13}$ cm$^{-2}$ and a relative permittivity of 4, this is about 1 nm on each side, and it grows with the permittivity. Depletion also lowers $F$, so the self-consistent width is somewhat smaller. The barrier is then wider than the gate, which reduces tunnelling and shortens the gate length at the crossing. The size of this shift is not computed here, and it may take the crossing below 6 nm.

The changes computed above, made one at a time, leave the crossing between 6 and 9 nm. The drain bias, the full electrostatics and the scattering each lengthen it, while depletion of the source and drain shortens it. These effects act together in a device, and the combined case was not computed, so the range is not a prediction for a real transistor. The crossing marks where tunnelling carries half of the ballistic off-current, at a fixed barrier top. An over-barrier estimate that ignores reflection is then too low by a factor of about $\pi/2$, and not 2, because reflection reduces the actual upper part to about $\pi/4$ of that estimate. It is not a minimum usable gate length, which depends also on the leakage a circuit can tolerate. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
effective mass = 0.5 m_e; degeneracy = 4
electrostatic length = 1.5 nm; stack height = 4.71 nm
barrier top = 0.40 eV; source Fermi level = 0.05 eV
temperature = 300 K; kT = 0.02585 eV
hbar^2/m = 0.1524 eV nm^2
source sheet density = 2.23e+13 cm^-2
parabolic equality: hbar*omega/(2 pi kT) = 0.500000
pi*kT = 0.0812 eV
closed estimate of crossing = 6.942 nm
crossing, 75 slices = 7.21899 nm
crossing, 150 slices = 7.22084 nm
crossing, 300 slices = 7.22131 nm
ratio of successive changes = 4.001
cosh(L/2lam) at crossing = 5.596
long-channel level U0 at crossing = 0.4870 eV
hbar*omega at crossing = 0.0768 eV
conductance below top = 25.951 nS/um
conductance above top = 25.951 nS/um
momentum-space total = 51.902 nS/um
T at E = 0.05 eV: 7.897e-11
T at E = 0.20 eV: 4.176e-07
T at E = 0.30 eV: 3.342e-04
T at E = 0.40 eV: 5.101e-01
T at E = 0.45 eV: 9.636e-01
T at E = 0.60 eV: 9.999e-01
largest relative T error against ODE = 3.4e-04
below/above ratio at L = 3 nm: 1045.6117
below/above ratio at L = 5 nm: 4.7982
below/above ratio at L = 7 nm: 1.0902
below/above ratio at L = 9 nm: 0.4863
below/above ratio at L = 12 nm: 0.1714
below/above ratio at L = 16 nm: 0.0742
ratio at closed estimate, full = 1.1152
ratio at closed estimate, WKB shape only = 1.0846
wide-barrier test (2 eV, 12 nm): full = 18.746 nm
wide-barrier test: closed estimate = 18.747 nm
fixed gate: short crossing = 0.855 nm
fixed gate: barrier top there = 0.0192 eV
crossing with 0.5 V drain bias = 8.22 nm
crossing with Fermi statistics = 7.22 nm
crossing with two-band decay, gap 1.8 eV = 7.31 nm
crossing with full stack electrostatics = 7.85 nm
crossing at 358 K = 6.13 nm
crossing with mass 0.6 m_e = 6.79 nm
mobility = 50 cm2/Vs; free path = 3.40 nm
over-barrier survival at crossing = 0.631
crossing with over-barrier scattering = 8.61 nm
peak channel field at crossing = 3.19 MV/cm
band-to-band margin, gap-top-qVD = 0.90 eV
\end{verbatim}
